\section*{Carrier Transit Through an Exponential Tail of Traps}

\section{The problem}

A carrier drifts through a disordered film at constant speed $v$ while it is in transport states. It is captured by traps at the rate $\omega$. A trap lies at a depth $E>0$ below the transport states, and the density of traps is proportional to $e^{-E/T_0}$. A trapped carrier is released at the rate
\begin{equation}
r(E)=\nu e^{-E/T}.
\end{equation}
Atomic units are used in the algebra, with $k_B=1$ as well, so that $T$, $T_0$, $\nu$ and $\omega$ are all energies. The carrier starts free at $t=0$ at one face of a film of thickness $L$.

How does the release-time density behave at long times when $T<T_0$? How do the mean displacement, the current and the transit time then scale? What changes at $T_0$ and above it?

Capture does not depend on depth, $\nu$ is common to all traps, and $T$ is fixed. The traps are nearly empty, so carriers do not compete for them. Recombination, diffusion and space charge are neglected. The normalized distribution of depths at capture is then
\begin{equation}
p(E)=\frac{1}{T_0}e^{-E/T_0}.
\end{equation}

For numbers, take $T_0=0.05$ eV, $T=0.03$ eV, $\nu=\omega=0.001$ eV and $L=20000$ \AA. Let the mean drift distance between captures, $\ell=v/\omega$, be 10 \AA. It is a displacement along the field, not a scattering mean free path. These are round model parameters. A carrier crossing the film is captured $n=L/\ell=2000$ times on average.

\section{A tempting solution}

Write $\alpha=T/T_0$, here 0.6. The average release rate of a freshly trapped carrier is
\begin{align}
\langle r\rangle &=\frac{\nu}{T_0}\int_0^\infty e^{-E/T_0-E/T}\,dE
=\frac{\nu}{T_0}\,\frac{1}{1/T_0+1/T}
=\frac{\alpha\nu}{1+\alpha}.
\end{align}
This is $0.375\,\nu$. It seems natural to treat the trapped population as one reservoir that empties at this rate. The mean stay is then $1/\langle r\rangle=2.67/\nu$. Each capture costs a free time $1/\omega$ and a trapped time $1/\langle r\rangle$, so the mean transit time would satisfy
\begin{equation}
\nu t=n\left(\frac{\nu}{\omega}+\frac{\nu}{\langle r\rangle}\right)
=2000\,(1+2.67)\approx 7.3\times10^3 .
\end{equation}
On this account the displacement is proportional to time at every temperature, the transit time is proportional to $L$, and nothing happens at $T_0$.

\section{Where it fails}

The average rate is correct at the moment of capture. The fault is its use at later times. Shallow traps empty first, so the carriers still trapped are increasingly those in deep traps, and their release rate falls. The probability of still being trapped is $\langle e^{-rt}\rangle$, which was replaced by $e^{-\langle r\rangle t}$. Because the exponential is convex, the true value is never the smaller of the two.

The mean stay is likewise $\langle 1/r\rangle$, not $1/\langle r\rangle$:
\begin{equation}
\left\langle\frac1r\right\rangle
=\frac{1}{\nu T_0}\int_0^\infty e^{E(1/T-1/T_0)}\,dE .
\label{mean}
\end{equation}
For $T<T_0$ the integrand grows with depth and the integral diverges. Deep traps are rare, but the time spent in them grows faster with depth than their number falls. At $T=T_0$ the integrand is constant and the integral still diverges. For $T>T_0$ it converges to
\begin{equation}
\left\langle\frac1r\right\rangle
=\frac{1}{\nu T_0}\,\frac{1}{1/T_0-1/T}
=\frac{\alpha}{\nu(\alpha-1)} .
\end{equation}
Below $T_0$ the whole distribution of release times is therefore needed.

\section{Release-time statistics}

Let $u=r/\nu=e^{-E/T}$, which lies between 0 and 1. The condition $r/\nu<u$ means $E>T\ln(1/u)$, and its probability is
\begin{equation}
e^{-(T/T_0)\ln(1/u)}=u^\alpha .
\end{equation}
The density of $u$ is the derivative, $\alpha u^{\alpha-1}$. A trap with rate $\nu u$ has release-time density $\nu u e^{-\nu ut}$. Averaging over traps and substituting $y=\nu tu$ gives
\begin{align}
\psi(t)&=\alpha\nu\int_0^1u^\alpha e^{-\nu tu}\,du
=\alpha\nu(\nu t)^{-1-\alpha}\int_0^{\nu t}y^\alpha e^{-y}\,dy .
\end{align}
When $\nu t\gg1$ the upper limit may be taken to infinity, and
\begin{equation}
\psi(t)\simeq\alpha\Gamma(1+\alpha)\,\nu\,(\nu t)^{-1-\alpha}.
\label{tail}
\end{equation}
The exponent $\alpha=T/T_0$ comes from a competition: the number of traps falls with depth on the scale $T_0$, while the release time rises on the scale $T$.

At $\nu t=1000$, quadrature over depth gives $\psi/\nu=8.5\times10^{-6}$. The single-rate solution gives $0.375\,e^{-375}$, about $10^{-163}$.

The depth that contributes most to single stays of length $t$ maximizes $e^{-E/T_0-E/T-\nu te^{-E/T}}$. Setting the derivative of the exponent to zero,
\begin{equation}
-\frac1{T_0}-\frac1T+\frac{\nu t}{T}e^{-E/T}=0
\quad\Longrightarrow\quad
E^*=T\ln\frac{\nu t}{1+\alpha}.
\label{depth}
\end{equation}
This holds for $\nu t>1+\alpha$; shorter stays come mostly from the shallowest traps. Longer stays probe deeper parts of the tail.

\section{From release times to displacement}

Let $p_f(t)$ be the probability that the carrier is free in an unbounded sample. It is lost by capture and regained by release:
\begin{equation}
\frac{dp_f}{dt}=-\omega p_f(t)+\omega\int_0^t\psi(t-t')p_f(t')\,dt'.
\end{equation}
A Laplace transform, marked by a tilde, turns the convolution into a product. With $p_f(0)=1$,
\begin{equation}
s\tilde p_f-1=-\omega\tilde p_f+\omega\tilde\psi\tilde p_f,
\end{equation}
so that
\begin{equation}
\tilde p_f=\frac1{\Lambda(s)},\qquad
\Lambda(s)=s+\omega[1-\tilde\psi(s)].
\end{equation}

Long times correspond to small $\sigma=s/\nu$. Since the transform of $\nu ue^{-\nu ut}$ is $u/(\sigma+u)$,
\begin{equation}
1-\tilde\psi=\alpha\int_0^1\frac{\sigma u^{\alpha-1}}{\sigma+u}\,du .
\label{integral}
\end{equation}
For $0<\alpha<1$, write this as the integral from 0 to infinity minus that from 1 to infinity. In the first put $u=\sigma y$, and use $1/(1+y)=\int_0^\infty e^{-z(1+y)}dz$:
\begin{align}
\alpha\sigma^\alpha\int_0^\infty\frac{y^{\alpha-1}}{1+y}\,dy
&=\alpha\sigma^\alpha\int_0^\infty e^{-z}\,\Gamma(\alpha)z^{-\alpha}\,dz
\nonumber\\
&=\alpha\Gamma(\alpha)\Gamma(1-\alpha)\sigma^\alpha .
\end{align}
In the second, $u$ is much larger than $\sigma$, so it equals $\alpha\sigma\int_1^\infty u^{\alpha-2}du=\alpha\sigma/(1-\alpha)$ to leading order. Hence
\begin{equation}
1-\tilde\psi=C\sigma^\alpha-\frac{\alpha}{1-\alpha}\sigma+O(\sigma^2),
\quad C=\Gamma(1+\alpha)\Gamma(1-\alpha).
\label{small}
\end{equation}
The reflection formula gives $C=\pi\alpha/\sin\pi\alpha$, which is 1.982 here.

As $s\to0$ the term $\omega C\sigma^\alpha$ dominates $\Lambda$. The inverse transform of $s^{-\alpha}$ is $t^{\alpha-1}/\Gamma(\alpha)$, and therefore
\begin{equation}
p_f(t)\simeq\frac{\nu}{\omega}\,
\frac{(\nu t)^{\alpha-1}}{C\Gamma(\alpha)} .
\label{early}
\end{equation}
The mean displacement is $\langle x\rangle=v\int_0^tp_f\,dt'$. Integrating, with $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$ and $v/\omega=\ell$,
\begin{equation}
\langle x\rangle\simeq
\frac{\ell\,(\nu t)^\alpha}{C\Gamma(1+\alpha)}
=\frac{\ell\,(\nu t)^\alpha}{\Gamma(1+\alpha)^2\,\Gamma(1-\alpha)} .
\label{path}
\end{equation}
The dispersive exponent is thus $\alpha=T/T_0$. The mean velocity keeps falling because the carrier keeps finding deeper traps.

The next term shows how soon this law holds. From (\ref{small}),
\begin{equation}
\Lambda\simeq\omega C\sigma^\alpha
\left(1+\frac{\kappa}{C}\sigma^{1-\alpha}\right),
\qquad \kappa=\frac\nu\omega-\frac\alpha{1-\alpha}.
\end{equation}
Expanding $v/(s\Lambda)$ to first order and inverting each power changes (\ref{path}) by the relative amount
\begin{equation}
-\frac{\kappa}{C}\,\frac{\Gamma(1+\alpha)}{\Gamma(2\alpha)}
(\nu t)^{-(1-\alpha)} .
\label{correction}
\end{equation}
This decays slowly when $T$ is close to $T_0$.

To see the temperature dependence, replace the tail by 720 trap levels spaced evenly down to $36T$ and diagonalize their rate equations, with $T_0$, $\nu$ and $\omega$ held fixed. At $\nu t=10^8$ the local exponent $d\ln\langle x\rangle/d\ln t$ is 0.400, 0.600 and 0.796 for $T=0.02$, 0.03 and 0.04 eV. The values of $T/T_0$ are 0.4, 0.6 and 0.8. In the last case the displacement exceeds (\ref{path}) by 1.9\%. There $\kappa=-3$, and (\ref{correction}) gives 1.8\%, so the small discrepancy is mainly the slow approach to the limit.

\section{At and above $T_0$}

At $\alpha=1$ the integral (\ref{integral}) is elementary:
\begin{equation}
1-\tilde\psi=\int_0^1\frac{\sigma}{\sigma+u}\,du
=\sigma\ln\left(1+\frac1\sigma\right).
\end{equation}
For small $\sigma$ this gives $\tilde p_f\simeq1/\{s[1+(\omega/\nu)\ln(1/\sigma)]\}$. The inverse transform of $s^{-1}\ln(1/\sigma)$ is $\ln\nu t+\gamma_E$, where $\gamma_E$ is Euler's constant. Because the logarithm varies slowly, to leading orders
\begin{equation}
p_f(t)\simeq\frac{1}{1+(\omega/\nu)(\ln\nu t+\gamma_E)} .
\end{equation}
At $\nu t=10^8$ this is 0.0500, while the diagonalization gives 0.0498. The velocity still decays, but only logarithmically.

For $\alpha>1$ the mean release time is finite, so $1-\tilde\psi\simeq s\langle1/r\rangle$ and
\begin{equation}
p_f\to\frac{1}{1+\omega\langle1/r\rangle}
=\frac{1}{1+(\omega/\nu)\,\alpha/(\alpha-1)} .
\end{equation}
The displacement becomes linear at long times. The limit is approached as $(\nu t)^{-(\alpha-1)}$, which is slow just above $T_0$. At $T=0.10$ eV, $\alpha=2$ and the mean stay is $2/\nu$, which gives a free probability of $1/3$. The release-time tail (\ref{tail}) remains a power law above $T_0$. It is the finite mean that restores a steady velocity.

\section{Current and transit time in a film}

Now let $T<T_0$ again. A carrier leaves the film once its accumulated free time reaches $t_f=L/v$. While it accumulates a free time $\tau$, the number of captures is Poisson distributed with mean $\omega\tau$. The elapsed time $t(\tau)$ is $\tau$ plus the independent stays, so
\begin{equation}
\left\langle e^{-st(\tau)}\right\rangle
=e^{-s\tau}\sum_{k=0}^\infty e^{-\omega\tau}
\frac{(\omega\tau)^k}{k!}\tilde\psi^k
=e^{-\tau\Lambda(s)} .
\end{equation}
Let $P(t)$ be the probability of being free and still inside. Its transform sums $e^{-st}$ over the free parts of the motion:
\begin{equation}
\tilde P(s)=\int_0^{t_f}e^{-\tau\Lambda}\,d\tau
=\frac{1-e^{-t_f\Lambda}}{\Lambda} .
\label{film}
\end{equation}
Between plane electrodes, a unit charge moving at speed $v$ induces the current $v/L$. The mean current per carrier is $I=vP/L$.

Well before transit few carriers have left, $P\simeq p_f$, and (\ref{early}) gives $I\propto t^{-(1-\alpha)}$. Long after transit $t_f\Lambda$ is small, and
\begin{equation}
\tilde P=t_f-\frac{t_f^2}{2}\Lambda+\frac{t_f^3}{6}\Lambda^2-\cdots .
\end{equation}
Constants and the term in $s$ contribute nothing at $t>0$. The part $+\omega t_f^2\tilde\psi/2$ of the second term remains, so
\begin{equation}
P(t)\simeq\frac{\omega t_f^2}{2}\,\psi(t)\propto t^{-(1+\alpha)} .
\label{late}
\end{equation}
There are $\omega t_f$ captures on average, and one unusually long stay delays the carrier. That stay occurs at a uniformly distributed place in the film, which leaves a free time of $t_f/2$ on average.

Define the transit time $t_T$ by the crossing of the two power laws. With $\omega t_f=n$,
\begin{equation}
\frac{\nu}{\omega}\frac{(\nu t_T)^{\alpha-1}}{C\Gamma(\alpha)}
=\frac{n^2\nu}{2\omega}\,\alpha\Gamma(1+\alpha)(\nu t_T)^{-1-\alpha}.
\end{equation}
Multiplying by $(\omega/\nu)C\Gamma(\alpha)(\nu t_T)^{1+\alpha}$ gives $(\nu t_T)^{2\alpha}=n^2C\,\Gamma(1+\alpha)^2/2$, hence
\begin{equation}
\nu t_T=\left[\frac L\ell\,\Gamma(1+\alpha)\sqrt{\frac C2}\right]^{1/\alpha}.
\label{transit}
\end{equation}
If $v$ is proportional to the field $F$ and $\omega$ is fixed, then $\ell\propto F$. The apparent mobility $L/(Ft_T)$ varies as $(F/L)^{1/\alpha-1}$. It is therefore not a material constant in this regime.

\section{Reading the numbers}

With $\Gamma(1.6)=0.894$, the bracket in (\ref{transit}) is $2000\times0.894\times0.995\approx1780$. Raising it to the power $1/0.6$ gives $\nu t_T=2.6\times10^5$, or $t_T=1.7\times10^{-7}$ s. The single-rate estimate is about 36 times shorter than this. The time $t_T$ marks the bend in the current, not a typical arrival: only about 9\% of the carriers have left by $t_T$, the median arrival is near $4t_T$, and the mean arrival time is infinite. By (\ref{depth}), a single stay as long as $t_T$ most likely occurs at a depth near 0.36 eV, about seven times the mean depth $T_0$ at capture. Such stays are rare but control the transit; most release events still come from shallow traps, which catch and free a carrier many times.

Gaver--Stehfest inversion of (\ref{film}) gives the following values. The last two columns divide $P$ by the early law (\ref{early}) and the late law (\ref{late}).
\begin{center}
\begin{tabular}{cccc}
$t/t_T$ & $P$ & $P$/early & $P$/late\\
0.01 & $1.46\times10^{-2}$ & 1.004 & 0.004\\
0.1 & $5.80\times10^{-3}$ & 1.001 & 0.063\\
1 & $1.82\times10^{-3}$ & 0.787 & 0.787\\
10 & $6.39\times10^{-5}$ & 0.070 & 1.102\\
100 & $1.51\times10^{-6}$ & 0.004 & 1.034\\
1000 & $3.69\times10^{-8}$ & 0.000 & 1.009
\end{tabular}
\end{center}
The logarithmic slope is $-0.401$ between $\nu t=10^3$ and $10^4$, and $-1.603$ between $10^3t_T$ and $10^4t_T$. The limiting values are $-0.4$ and $-1.6$.

Half of the charge has been collected when $\int_0^tP\,dt'=t_f/2$. This occurs at $\nu t=2.77\times10^5$. Doubling $L$ with all else fixed moves it to $8.82\times10^5$, a factor of 3.18. The corresponding power of $L$ is 1.668, against $1/\alpha=1.667$; ordinary drift would give 1.

\section{Real films}

Hole transport in hydrogenated amorphous silicon is a relevant case: its valence-band tail has a characteristic energy of roughly 0.05 eV. The chosen $T$ is somewhat above room temperature. The drift speed $v=\ell\omega=0.01$ \AA\,eV is about 1.5 km/s. For a free mobility of 1 cm$^2$/(V\,s) it needs a field of about $1.5\times10^{-3}$ V/\AA, or 30 V across this film. A field ten times lower, with $v\propto F$, would lengthen $t_T$ by $10^{1/0.6}\approx46$, provided the tail stays exponential down to about 0.48 eV. Diffusion exceeds drift within a single free flight, but across the film the voltage drop is about 1000 times $T$ at 30 V and 100 times $T$ at 3 V, so drift dominates the transit. The model leaves out any direct effect of the field on release from traps, which may matter at the higher field.

A real tail does not stay exponential to unlimited depth. Suppose it ended at $E_c=0.30$ eV. Cutting the integral (\ref{mean}) there and renormalizing $p(E)$ gives
\begin{equation}
\nu\left\langle\frac1r\right\rangle
=\frac{\alpha}{1-\alpha}\,
\frac{e^{E_c(1/T-1/T_0)}-1}{1-e^{-E_c/T_0}}
=1.5\,\frac{e^4-1}{1-e^{-6}}\approx81 .
\end{equation}
The mean arrival time would then be finite, $\nu t\approx2000\,(1+81)\approx1.6\times10^5$, whereas the full tail has an infinite mean and a median near $10^6$. Before transit, the current would level off as $\nu t$ approaches $e^{E_c/T}\approx2\times10^4$, with a free probability near $1/(1+81)\approx0.012$. Stays much longer than this would be exponentially rare, so the power-law tail after transit would be lost too. Additional deep states would instead delay or remove carriers. In a hopping system the transport level replaces the band edge, and the exponent $T/T_0$ carries over while that level is nearly constant.

Numerical values quoted here were computed with a short program.
